# Current-Field Instability Boundaries of a Perpendicular Macrospin with a Collinear Polarizer, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Linear stability and critical currents

### Definitions and conventions

The free layer is a single rigid magnetic moment of volume $V$, thickness $t_f$ and saturation magnetization $M_s$. Its direction is the unit vector $\mathbf m=(m_x,m_y,m_z)$, and $\hat{\mathbf z}$ is the film normal. The magnetic energy is

$$
U=-M_sV\left(Bm_z+\tfrac12B_km_z^2\right).
$$

Here $B$ is the applied axial field in tesla, positive along $+\hat{\mathbf z}$. The field $B_k>0$ is the effective anisotropy field, with the demagnetizing contribution already included, so no further demagnetizing field may be added. The effective field is minus the gradient of $U$ with respect to $M_sV\mathbf m$:

$$
\mathbf B_{\rm eff}=(B+B_km_z)\hat{\mathbf z}.
$$

The state $m_z=+1$ is called up and $m_z=-1$ is called down. Both are written $m_z=\sigma$, with $\sigma=\pm1$. The polarizer is fixed along $\mathbf p=+\hat{\mathbf z}$, which is the direction of the magnetic moment of the majority electrons and not of their spin angular momentum.

The gyromagnetic ratio $\gamma$ is positive and in rad s$^{-1}$ T$^{-1}$, the elementary charge $e$ is positive, and $\alpha>0$ is the Gilbert damping. The current density $J$ is positive when electrons flow from the polarizer into the free layer. Conventional current then flows the other way, which matters when a sign is taken from an ammeter.

The model assumes zero temperature, uniform magnetization, a steady current and exact symmetry about $\hat{\mathbf z}$. The parameters $M_s$, $B_k$ and $\alpha$ do not depend on current.

### Spin torque in field units

Electrons enter the free layer at the rate $J/e$ per unit area. An electron whose moment lies along $\mathbf p$ carries spin angular momentum $-(\hbar/2)\mathbf p$, because spin and moment are opposite. The layer absorbs the part transverse to $\mathbf m$,

$$
\mathbf p_\perp=\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)
=-\mathbf m\times(\mathbf m\times\mathbf p),
$$

with an efficiency $\eta$ that this transfer law defines. The free layer itself has angular momentum $-(M_st_f/\gamma)\mathbf m$ per unit area. Equating its rate of change to the absorbed flux gives

$$
-\frac{M_st_f}{\gamma}\frac{d\mathbf m}{dt}
=-\frac{\hbar\eta J}{2e}\,\mathbf p_\perp .
$$

The minus signs cancel. Multiplication by $\gamma/(M_st_f)$ then gives

$$
\frac{d\mathbf m}{dt}=\gamma a\,\mathbf p_\perp,
\qquad
a=\frac{\hbar\eta J}{2eM_st_f}.
$$

The quantity $a$ is in tesla, and positive $a$ drives the moment toward $\mathbf p$. For now $\eta$ is a constant, the same for both directions of current and for every angle. Part 2 removes the restriction on angle.

A field-like torque is included as an additional field $\zeta a\hat{\mathbf z}$, where $\zeta$ is a constant ratio. The equation of motion is therefore

$$
\frac{d\mathbf m}{dt}=
-\gamma W\,\mathbf m\times\hat{\mathbf z}
+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}
-\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),
$$

$$
W(m_z)=B+B_km_z+\zeta a.
$$

The spin torque stands beside the Gilbert term in this implicit form. A code based on an explicit form must use the corresponding conversion, derived in Part 2, or it will omit a term $-\alpha a$ beside the field-like part $\zeta a$ of the precession field, and a term $\alpha\zeta a$ beside the damping-like field $a$. In this axially symmetric model the first omission changes only the precession frequency, whereas the second shifts the critical currents. The conversion also puts the factor $1/(1+\alpha^2)$ on the spin-torque terms; leaving it off these terms alone lowers the critical currents by a further factor $1+\alpha^2$.

### Linearization about a pole

At $m_z=\pm1$ both $\mathbf m\times\hat{\mathbf z}$ and $\mathbf p_\perp$ vanish, so both poles are stationary for every field and current. Their stability is decided by small transverse deviations, collected in the complex number

$$
\psi=m_x+im_y.
$$

The unit length of $\mathbf m$ gives $m_z=\sigma\sqrt{1-|\psi|^2}=\sigma+O(|\psi|^2)$. To first order $m_z$ may thus be replaced by $\sigma$, and $dm_z/dt$ may be dropped. The precession field becomes the constant

$$
W_\sigma=B+\sigma B_k+\zeta a.
$$

Each term of the equation of motion is now written in complex form.

For precession, $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$. Its complex form is $m_y-im_x=-i\psi$, so the term contributes

$$
-\gamma W_\sigma(-i\psi)=i\gamma W_\sigma\psi .
$$

For damping, the transverse components of $\mathbf m\times\dot{\mathbf m}$ are $(-\sigma\dot m_y,\ \sigma\dot m_x)$ to first order. Their complex form is $\sigma(-\dot m_y+i\dot m_x)=i\sigma\dot\psi$, so the term contributes $i\alpha\sigma\dot\psi$.

For the spin torque, $-\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\hat{\mathbf z}-m_z\mathbf m$. Its transverse part is $-m_z(m_x,m_y)$, so the term contributes $-\gamma\sigma a\psi$.

The sum is

$$
\dot\psi=i\gamma W_\sigma\psi+i\alpha\sigma\dot\psi-\gamma\sigma a\psi .
$$

Moving the damping term to the left gives

$$
(1-i\alpha\sigma)\dot\psi=\gamma(iW_\sigma-\sigma a)\psi .
$$

Both sides are multiplied by $1+i\alpha\sigma$. On the left, $(1-i\alpha\sigma)(1+i\alpha\sigma)=1+\alpha^2$, because $\sigma^2=1$. On the right,

$$
(iW_\sigma-\sigma a)(1+i\alpha\sigma)
=iW_\sigma-\alpha\sigma W_\sigma-\sigma a-i\alpha a .
$$

Collecting real and imaginary parts gives $\dot\psi=\Lambda_\sigma\psi$ with

$$
\Lambda_\sigma=\frac{\gamma}{1+\alpha^2}
\left[-\sigma(a+\alpha W_\sigma)+i(W_\sigma-\alpha a)\right].
$$

The solution is $\psi(t)=\psi(0)e^{\Lambda_\sigma t}$. The real part of $\Lambda_\sigma$ is the growth rate of the tilt, and the imaginary part is the angular frequency. A positive frequency means counterclockwise rotation seen from $+\hat{\mathbf z}$.

### The two boundaries

Inserting $W_\sigma$ into the real part gives

$$
a+\alpha W_\sigma=(1+\alpha\zeta)a+\alpha(B+\sigma B_k).
$$

Multiplying by $-\sigma$ and using $\sigma^2=1$, the growth rate is

$$
\Gamma_\sigma=-\frac{\gamma}{1+\alpha^2}
\left[\alpha(B_k+\sigma B)+\sigma(1+\alpha\zeta)a\right].
$$

A state is linearly unstable when $\Gamma_\sigma>0$, that is, when the bracket is negative. For $\sigma=+1$ this reads

$$
\boxed{(1+\alpha\zeta)a<-\alpha(B_k+B)\quad\text{(up unstable)}.}
$$

For $\sigma=-1$ the condition is $\alpha(B_k-B)-(1+\alpha\zeta)a<0$, or

$$
\boxed{(1+\alpha\zeta)a>\alpha(B_k-B)\quad\text{(down unstable)}.}
$$

The factor $1+\alpha\zeta$ is taken to be positive, as it is for small damping and a field-like ratio of ordinary size. If it were negative, division by it would reverse both inequalities for $a$.

The physical content lies in the two terms of $\Gamma_\sigma$. The energy near a pole follows from $m_z=\sigma(1-|\psi|^2/2)$ and $m_z^2=1-|\psi|^2$:

$$
U=U(\sigma)+\tfrac12M_sV(B_k+\sigma B)|\psi|^2+O(|\psi|^4).
$$

The stiffness $B_k+\sigma B$ is thus the same combination that multiplies $\alpha$ in the growth rate. Damping removes the tilt of a stiff state, and the spin torque supplies it when it points away from that state. The field-like torque enters through the product $\alpha\zeta$, since it changes the field about which damping acts.

On a boundary, $a=-\alpha W_\sigma$. The imaginary part of $\Lambda_\sigma$ is then

$$
\frac{\gamma(W_\sigma+\alpha^2W_\sigma)}{1+\alpha^2}=\gamma W_\sigma .
$$

The instability therefore begins as a growing precession at the signed frequency $\gamma W_\sigma/2\pi$. The exception is the point $a=0$, $B=-\sigma B_k$, where the frequency vanishes as well. There the stiffness is zero, and the field alone removes the energy minimum.

### Reading the field-current plane

The two inequalities simplify with the equivalent field

$$
B_*=B+\frac{(1+\alpha\zeta)a}{\alpha}.
$$

Dividing each boundary by $\alpha$ gives three regions:

- for $B_*>B_k$, up is stable and down is unstable;
- for $-B_k<B_*<B_k$, both states are stable;
- for $B_*<-B_k$, down is stable and up is unstable.

With constant efficiency there is no region in which both poles are unstable, since $B_*$ would have to exceed $B_k$ and lie below $-B_k$ at once, which is impossible for $B_k>0$.

The boundaries are parallel lines of slope $da/dB=-\alpha/(1+\alpha\zeta)$. At any fixed current the bistable strip has width $2B_k$ in field, and the current merely shifts it. For stability, a torque field $a$ acts like an axial field larger by the factor $(1+\alpha\zeta)/\alpha$. This equivalence does not extend to the precession frequency, which contains $W_\sigma-\alpha a$ and not $B_*+\sigma B_k$.

The strip continues beyond $|B|=B_k$. For $B>B_k$, the down state is an energy maximum, yet a sufficiently negative current makes it stable by supplying torque toward it. A stability diagram obtained from energy minima alone would miss this part.

### Critical current

With lateral area $A$, current $I=JA$ and volume $V=At_f$, the definition of $a$ becomes

$$
I=C_Ia,\qquad C_I=\frac{2eM_sV}{\hbar\eta}.
$$

Solving the boundary equations for $a$ and multiplying by $C_I$ gives the signed critical currents

$$
I_{\uparrow\to\downarrow}
=-\frac{2e\alpha M_sV}{\hbar\eta}\,
\frac{B_k+B}{1+\alpha\zeta},
$$

$$
I_{\downarrow\to\uparrow}
=+\frac{2e\alpha M_sV}{\hbar\eta}\,
\frac{B_k-B}{1+\alpha\zeta}.
$$

A positive field helps the change to up and hinders the change to down. For a polarizer along $-\hat{\mathbf z}$, both spin torques change sign, so both critical currents change sign at the same $B$.

At $B=0$ the energy barrier separates $m_z=\pm1$, where $U=-M_sVB_k/2$, from the equator, where $U=0$. Hence $E_b=M_sVB_k/2$, and replacing $M_sVB_k$ by $2E_b$ gives

$$
|I_c(0)|=\frac{4e\alpha E_b}{\hbar\eta(1+\alpha\zeta)} .
$$

This proportionality belongs to zero field. For $|B|<B_k$ the maximum of $U$ is at $m_z=-B/B_k$, with value $M_sVB^2/(2B_k)$. Subtracting the energy of the down state, $M_sV(B-B_k/2)$, gives the barrier

$$
E_\downarrow=\frac{M_sV}{2B_k}(B^2-2BB_k+B_k^2)
=E_b\left(1-\frac{B}{B_k}\right)^2 .
$$

The barrier is quadratic in $1-B/B_k$, whereas the critical current is linear in it.

### Worked device: thresholds

Consider a model disk with round parameters: diameter 40 nm, thickness 1 nm, $M_s=1$ MA/m, $B_k=0.300$ T, $\alpha=0.01$, $\eta=0.6$ and $\zeta=0.2$. The applied field is $B=0.050$ T. The area is 1257 nm$^2$, and the conversion factor is $C_I=6.364$ µA/mT.

Since $1+\alpha\zeta=1+0.01\times0.2$, the threshold torque fields are

$$
a_\uparrow=-\frac{0.01(0.300+0.050)}{1+0.01\times0.2}\ \text{T}
=-3.493\ \text{mT},
$$

$$
a_\downarrow=\frac{0.01(0.300-0.050)}{1+0.01\times0.2}\ \text{T}
=2.495\ \text{mT}.
$$

Multiplication by $C_I$ gives

$$
I_{\uparrow\to\downarrow}=-22.2\ \text{µA},\qquad
I_{\downarrow\to\uparrow}=15.9\ \text{µA}.
$$

Division by the area gives densities of $-1.77\times10^{10}$ and $1.26\times10^{10}$ A/m$^2$. At zero field both magnitudes are 19.1 µA. The slope of the boundaries is $-0.0635$ µA/mT, so the field of 50 mT shifts both signed currents down by about 3.2 µA.

The threshold frequencies are $\gamma W_\sigma/2\pi$, with $\gamma=1.76086\times10^{11}$ rad s$^{-1}$ T$^{-1}$. They are $+9.79$ GHz for up and $-6.99$ GHz for down. The signs state that the two instabilities rotate in opposite senses.

The zero-field barrier is $1.885\times10^{-19}$ J, or 45.5 times the thermal energy at 300 K. This ratio describes retention in the model without current or applied field. It is the barrier for uniform rotation, and a real disk of this size is near the limit of that picture. A rough estimate for a straight domain wall across the diameter $D$, $4\sqrt{A_{\rm ex}K}\,Dt_f$ with $K=M_sB_k/2$, gives about 47 times the thermal energy for an exchange stiffness $A_{\rm ex}=10$ pJ/m and about 34 for 5 pJ/m, so a wall can provide the lower barrier. At 50 mT the barrier formula above gives a ratio of only 31.6 for the down state. The critical currents are zero-temperature stability limits.

## Part 2. From linear instability to complete reversal

### Symbols and results carried over

The moment $\mathbf m$ has effective anisotropy field $B_k>0$, axial field $B$, damping $\alpha$ and polarizer $+\hat{\mathbf z}$. The damping-like torque field is $a$, positive toward the polarizer and proportional to current, and the field-like torque adds the field $\zeta a\hat{\mathbf z}$, with $1+\alpha\zeta>0$. The equation of motion is

$$
\dot{\mathbf m}=\mathbf T+\alpha\mathbf m\times\dot{\mathbf m},
\qquad
\mathbf T=-\gamma W\mathbf m\times\hat{\mathbf z}
-\gamma a\mathbf m\times(\mathbf m\times\hat{\mathbf z}),
$$

with $W=B+B_km_z+\zeta a$. For constant efficiency, up is unstable when $(1+\alpha\zeta)a<-\alpha(B_k+B)$, and down is unstable when $(1+\alpha\zeta)a>\alpha(B_k-B)$. These conditions concern small tilts. Whether the moment then reaches the opposite pole depends on the motion at all angles.

For constant efficiency, the linear stability limits of both poles and the corresponding critical currents are now established. It remains to follow the motion at all angles, to find when an instability leads to complete reversal and how long that takes, and to allow the efficiency to depend on angle.

Numerical values quoted here were computed with a short program.
